\section*{Displacements per atom from implanted fluence and damage energy per depth}

\section{A film in which each recoil displaces one atom}

Let $\Phi$ ions per unit area pass through a thin film of thickness $h$ that contains $N$ atoms per unit volume. Suppose that each ion sets $m$ film atoms in motion, on average, and that each of these recoils has the same energy $T_L$ and produces one displaced atom. Over an area $A$ there are $\Phi A$ ions, hence $m\Phi A$ displacements, shared among $NAh$ atoms. The number of displacements per atom, written $d$ here and dpa as a unit, is
\begin{equation}
d=\frac{m\Phi A}{NAh}=\frac{m\Phi}{Nh}.
\end{equation}
The energy that one ion gives to the recoils per unit depth is $F_D=mT_L/h$. Therefore $m/h=F_D/T_L$, and
\begin{equation}
d=\frac{F_D\Phi}{N\,T_L}.
\label{eq:film}
\end{equation}
The combination $F_D\Phi/N$ is the energy deposited per atom, and $T_L$ is the price of one displacement. With the standard price $T_L=2E_d/0.8$, where $E_d$ is the displacement threshold energy, this becomes
\begin{equation}
d(x)=\frac{0.8\,F_D(x)\,\Phi}{2E_d\,N}.
\label{eq:main}
\end{equation}
Real recoils have many energies, and $F_D$ varies with the depth $x$. What has to be shown is when (\ref{eq:main}) survives these complications.

The algebra is in atomic units. No constant of nature enters, and the units of energy and length cancel in (\ref{eq:main}), so the formula can be used unchanged with eV and \AA. The quantity $F_D$ is the damage energy per ion and unit depth: the part of the ion's energy that ends in collisions between atoms, with losses to electrons already removed. The target has one element and a fixed density.

\section{The yield of one recoil}

Both derivations need the mean number $\nu$ of atoms displaced by one recoil, the recoil itself included. The factor $1/(2E_d)$ comes from a model in which atoms collide as hard spheres of equal mass, two at a time, and lose no energy otherwise.

Let a sphere of energy $E$ strike one at rest with impact parameter $p$, and let $D$ be the distance of the centres at contact. The struck sphere is pushed along the line of centres. This line makes an angle $\alpha$ with the incoming velocity, with $\sin\alpha=p/D$. For equal masses the whole velocity component along the line is handed over, so the transferred energy is
\begin{equation}
T=E\cos^2\alpha=E\left(1-\frac{p^2}{D^2}\right).
\end{equation}
Impact points are spread evenly over the disc of area $\pi D^2$, which makes $p^2$ uniform between $0$ and $D^2$. Hence $T$ is uniform between $0$ and $E$.

The rules of the count are these. A struck atom leaves its site if $T>E_d$. A striker left with less than $E_d$ stops; if the struck atom has left, the striker fills the empty site and is no longer counted as displaced. It follows that $\nu=0$ for $E<E_d$. For $E_d<E<2E_d$ the two atoms cannot both have more than $E_d$ after a collision. Either the struck atom stays and the striker remains displaced, or the struck atom leaves and the striker takes its place. The count stays at one, so $\nu=1$.

For $E>2E_d$ at least one of the two atoms keeps more than $E_d$. An atom with less than $E_d$ adds nothing to the count, in agreement with $\nu=0$ there. Averaging over the uniform transfer gives
\begin{equation}
\nu(E)=\frac1E\int_0^E\left[\nu(T)+\nu(E-T)\right]dT
=\frac2E\int_0^E\nu(T)\,dT ,
\end{equation}
because the substitution $T\to E-T$ turns the second integral into the first. Multiply by $E$ and differentiate:
\begin{equation}
\nu+E\nu'=2\nu
\quad\Longrightarrow\quad E\nu'=\nu
\quad\Longrightarrow\quad \nu=CE .
\end{equation}
The constant follows from the integral equation just above $2E_d$, where the integrand is $0$ up to $E_d$ and $1$ from there on:
\begin{equation}
2E_d\,\nu(2E_d)=2\,(2E_d-E_d)=2E_d .
\end{equation}
So $\nu(2E_d)=1$, $C=1/(2E_d)$, and $\nu=E/(2E_d)$. In this model one displacement therefore costs $2E_d$ on average.

A simulation that follows the collision rules one by one, without using the integral equation, tests this result. At $E=10E_d$ it gives 5.000 displacements against 5, and at $E=20E_d$ it gives 10.017 against 10, within the statistical error allowed.

Atoms are not hard spheres, and fast recoils also lose energy to electrons. The standard Norgett--Robinson--Torrens yield takes account of both. It replaces $E$ by the damage energy $T$ of the recoil, and it multiplies the linear part by an efficiency 0.8:
\begin{equation}
\nu(T)=
\begin{cases}
0, & T<E_d,\\
1, & E_d<T<T_L,\\
\beta T, & T>T_L,
\end{cases}
\qquad
\beta=\frac{0.8}{2E_d},\qquad T_L=\frac1\beta .
\label{eq:nrt}
\end{equation}
From here on $T$ denotes damage energy. The number 0.8 is an input and is not derived here. The choice $T_L=1/\beta=2.5E_d$ makes the yield continuous at $T_L$.

\section{First derivation: counting in a slab}

Call an atom struck by the ion itself a primary recoil. Let one ion produce, on average, $n(T,x')\,dT\,dx'$ primary recoils with damage energy in $dT$ that start in the depth interval $dx'$. Such a recoil sets off a cascade of finite size. Let $g(x-x';T)\,dx$ be the fraction of its damage energy that is deposited between $x$ and $x+dx$, with $\int g\,dx=1$. The damage energy per ion and unit depth is then
\begin{equation}
F_D(x)=\int dx'\int dT\; n(T,x')\,T\,g(x-x';T).
\label{eq:FD}
\end{equation}
Now assume that the displacements of a cascade are distributed in depth like its damage energy. The number of displacements per ion and unit depth is
\begin{equation}
S(x)=\int dx'\int dT\; n(T,x')\,\nu(T)\,g(x-x';T).
\end{equation}
If all primary recoils have $T\ge T_L$, then $\nu(T)=\beta T$ throughout the integral. The constant $\beta$ comes out, and what remains is (\ref{eq:FD}):
\begin{equation}
S(x)=\beta F_D(x).
\label{eq:S}
\end{equation}
The shape of the recoil spectrum has dropped out. The result would be the same if $g$ also depended on $x'$, as it does when the directions of the recoils change with depth. This is the use of a linear yield: one recoil of 1000~eV counts as much as two of 500~eV.

Consider a slab of area $A$ and thickness $dx$ inside a wider, evenly irradiated region, so that cascades crossing the edges of $A$ balance on average. If each ion acts as though it were alone, $\Phi A$ ions produce $\Phi A\,\beta F_D\,dx$ displacements among $NA\,dx$ atoms:
\begin{equation}
d(x)=\frac{\Phi A\,\beta F_D(x)\,dx}{NA\,dx}
=\frac{\beta F_D(x)\Phi}{N}
=\frac{0.8\,F_D(x)\,\Phi}{2E_d\,N}.
\end{equation}
This is (\ref{eq:main}). Multiplying by $N$ and integrating over depth gives a balance that every profile computed from (\ref{eq:main}) must satisfy:
\begin{equation}
\int N\,d(x)\,dx=\beta\Phi E_D,\qquad E_D=\int F_D(x)\,dx .
\label{eq:balance}
\end{equation}

\subsection{A model solid}

Take round parameters that stand for no particular material: $E_d=40$~eV, $N=0.08$~\AA$^{-3}$, $\Phi=0.02$~\AA$^{-2}$, and a total damage energy $E_D=20000$~eV per ion. Let $F_D$ be a Gaussian centred at $x_0=500$~\AA\ with standard deviation $\sigma=100$~\AA. The surface lies five standard deviations from the centre, so the part of the Gaussian cut off there is negligible.

The yield per unit damage energy is $\beta=0.8/(2\times40)=0.01$~eV$^{-1}$, and $T_L=100$~eV. At the peak,
\begin{equation}
F_D(x_0)=\frac{E_D}{\sqrt{2\pi}\,\sigma}
=\frac{20000}{2.5066\times100}=79.79\ \text{eV/\AA},
\end{equation}
\begin{equation}
d(x_0)=\frac{0.01\times79.79\times0.02}{0.08}=0.1995 .
\end{equation}
The energy deposited per atom is $79.79\times0.02/0.08=19.95$~eV, about a fifth of the price of 100~eV, and the peak dose is accordingly about a fifth of a displacement per atom. At 350~\AA\ the Gaussian factor $e^{-1.125}$ lowers the dose to 0.0648, and at 700~\AA\ the factor $e^{-2}$ lowers it to 0.0270.

Solving (\ref{eq:main}) for the fluence that gives one displacement per atom at the peak,
\begin{equation}
\Phi_1=\frac{N}{\beta F_D(x_0)}=\frac{0.08}{0.01\times79.79}
=0.1003\ \text{\AA}^{-2}=1.003\times10^{15}\ \text{cm}^{-2}.
\end{equation}
The balance (\ref{eq:balance}) reads $0.01\times0.02\times20000=4.0$ displacements per \AA$^2$ of surface, and the numerical integral over depth agrees. Each ion thus displaces 200 atoms on average.

The slab count was also tested by drawing individual recoils. In this simulation 20000 ions fall on $10^6$~\AA$^2$ and produce 40 recoils each on average, with energies spread evenly from 100 to 900~eV. Each recoil contributes its mean yield (\ref{eq:nrt}) at the depth where it starts. A slab 20~\AA\ thick holds $1.6\times10^6$ atoms. At the peak the count is 319711 displacements, or 0.1998 per atom, with a statistical error of 0.0009. The formula averaged over the slab gives 0.1991. At 350~\AA\ the two values are 0.0646 and 0.0649, with an error of 0.0005; at 700~\AA\ they are 0.0275 and 0.0271, with an error of 0.0003. The test concerns the conversion from energy and fluence to dose; the factor 0.8 is put in on both sides.

The slab average at the peak, 0.1991, lies below the local value 0.1995 because the profile is curved. Expanding $d$ about the slab centre and averaging over a width $w$ removes the linear term and leaves $d+w^2d''/24$. For the Gaussian, $d''=-d/\sigma^2$ at the peak, so the relative change is $-w^2/(24\sigma^2)=-0.0017$, which accounts for the difference.

\section{Second derivation: following one atom}

The same dose can be found by asking how often one given atom is displaced. Let $w(E,x)\,dE$ be the path length travelled per unit volume at depth $x$ by ions with energy in $dE$, divided by $\Phi$. For ions that all pass straight through at normal incidence, its integral over $E$ is one. Let $d\sigma(E,T)/dT$ be the cross section for an ion of energy $E$ to produce a recoil of damage energy $T$. The effective area that one atom presents to the beam, per unit $T$, is
\begin{equation}
s(T,x)=\int w(E,x)\,\frac{d\sigma(E,T)}{dT}\,dE ,
\end{equation}
and the atom is struck by ions $\Phi\,s(T,x)\,dT$ times, on average, with damage energy in $dT$. This takes the flux of ions at an atomic site to equal its average over the volume, which fails in a crystal when ions are channelled along open directions. The damage left by earlier ions is ignored as well.

Being struck directly is one way to be displaced; being hit in a cascade that began elsewhere is another. Let $K(\mathbf r_a-\mathbf r_b;T)$ be the mean number of times that atom $a$ is displaced by a cascade started at atom $b$ with damage energy $T$. As in the yield $\nu$, an atom that comes to rest in an emptied site of the same cascade is not counted. Let all sites be equivalent by translation, as in a perfect crystal with one atom per primitive cell, and let the cascades stay clear of the surfaces. Let recoils of given $T$ also start with nearly the same distribution of directions at all depths within reach of one cascade. Then $K$ depends on the separation vector alone. The term $a=b$ counts the struck atom itself, unless it comes to rest in an emptied site. Atom $a$ is then displaced
\begin{equation}
d=\Phi\sum_b\int s(T,x_b)\,K(\mathbf r_a-\mathbf r_b;T)\,dT
\label{eq:oneatom}
\end{equation}
times on average. If $s$ changes little over the size of a cascade, $s(T,x_b)$ can be replaced by $s(T,x_a)$ and taken out of the sum. What is left is the sum of $K$ over all separation vectors. The same sum arises when the starting atom is held fixed and all its victims are counted, and that count is the yield:
\begin{equation}
\sum_b K(\mathbf r_a-\mathbf r_b;T)=\sum_b K(\mathbf r_b-\mathbf r_a;T)=\nu(T).
\end{equation}
Where $s$ is uniform, an atom is therefore displaced by its neighbours' cascades, on average, as often as its own cascades displace neighbours. Hence
\begin{equation}
d(x)=\Phi\int s(T,x)\,\nu(T)\,dT=\Phi\beta\int s(T,x)\,T\,dT ,
\label{eq:sigma}
\end{equation}
where the last step holds, as before, if $T\ge T_L$ for all primary recoils.

It remains to express the integral through an energy per depth. An ion crossing a layer $dx$ gives to its atoms, on average, the damage energy
\begin{equation}
F_P(x)\,dx=N\,dx\int s(T,x)\,T\,dT ,
\end{equation}
since each unit of area contains $N\,dx$ atoms. Thus $\int sT\,dT=F_P/N$, and (\ref{eq:sigma}) becomes $d=\beta F_P\Phi/N$. Here $F_P$ books the energy at the depth where the primary recoil starts, while $F_D$ books it where it is deposited. The two agree under the conditions already used, that $s$ and the directions of the recoils vary little over a cascade, and (\ref{eq:main}) is recovered.

\subsection{Dose and the fraction of atoms displaced}

In this picture $d$ is the mean of a random number of events, and nothing prevents it from exceeding one. Let $M$ ions act independently, each with the same small probability $d/M$ of displacing the given atom, and neglect repeated displacement by one ion. The atom escapes all of them with probability
\begin{equation}
\left(1-\frac dM\right)^M\longrightarrow e^{-d}\qquad(M\to\infty),
\end{equation}
so the fraction of atoms counted as displaced at least once is $1-e^{-d}$. Atoms that only moved into an emptied site of the same cascade are not included, although they too have left their original sites. They are not few: in the hard-sphere model the same averaging over $T$ shows that a recoil of energy $E>E_d$ makes $E/E_d$ atoms leave their sites, itself included, which is twice $\nu$ above $2E_d$. At the peak of the example this is 0.181 for a dose of 0.1995. At ten times the fluence the dose is 1.995, and the fraction is 0.864. Distributing the events independently and at random over 400000 atoms gives 0.1810 and 0.8636, in agreement. This checks the limit only; if one ion displaces the same atom more than once, as can happen in a compact cascade, the fraction at given $d$ is smaller than $1-e^{-d}$. Neither number is a concentration of surviving defects, since a displaced atom may later return to a vacant site.

\section{What each derivation assumes}

\subsection{Where they differ}

The slab count lets cascades be of any size, provided that displacements and damage energy have the same distribution within each cascade. It needs no equivalence of sites and no cross section. The one-atom argument needs equivalent sites, and it needs $s$ and the directions of the recoils to vary slowly with depth; in return it gives the dose a statistical meaning for each atom.

The cost of slow variation can be estimated. Let all cascades share one distribution $g$ with mean displacement $\ell$ along the beam and mean square displacement $q^2$. Then $F_D(x)=\int g(u)F_P(x-u)\,du$, and expansion in $u$ gives
\begin{equation}
F_D\simeq F_P-\ell F_P'+\tfrac12 q^2F_P'' .
\end{equation}
At the peak of a Gaussian $F_P$ with standard deviation $\sigma$ the first derivative vanishes and $F_P''=-F_P/\sigma^2$. To this order $F_D$ is smaller than $F_P$ there by the fraction $q^2/(2\sigma^2)$. On the flanks the shift $\ell$ matters at first order. When cascades are not small compared with the profile, the slab count calls for $F_D$. Its result is then only as good as the assumption that displacements follow the damage energy in depth. That assumption is not exact even for hard spheres: a recoil with energy between $E_d$ and $2E_d$ leaves its one vacancy at the site where it started, while its energy is deposited farther along its path.

\subsection{What they share}

Both derivations treat the ions as independent, which makes the dose proportional to fluence. Both leave out annealing and all recombination other than the filling of emptied sites by strikers. In metals many displaced atoms return to vacant sites while their own cascade cools, so the number of surviving defects can be well below the number of displacements computed here. Both also replace $\nu(T)$ by $\beta T$ for all primary recoils, and this step can fail by a known amount. From (\ref{eq:nrt}), the ratio $\nu/(\beta T)$ is zero below $E_d$, jumps to $1/(\beta E_d)=2.5$ at $E_d$, and falls to one at $T_L$. The linear formula can therefore err in either direction.

Take as an example a spectrum $n=k/T^2$ from $T_{\min}\le E_d$ to $T_{\max}>T_L$, with small cascades so that $g$ plays no part. The damage energy is
\begin{equation}
F_D=\int_{T_{\min}}^{T_{\max}}\frac{k}{T}\,dT=k\ln\frac{T_{\max}}{T_{\min}} ,
\end{equation}
and the count with the full yield is
\begin{align}
S&=k\int_{E_d}^{T_L}\frac{dT}{T^2}+k\beta\int_{T_L}^{T_{\max}}\frac{dT}{T}
=k\left(\frac1{E_d}-\frac1{T_L}\right)+k\beta\ln\frac{T_{\max}}{T_L}\nonumber\\
&=k\beta\left(1.5+\ln\frac{T_{\max}}{T_L}\right),
\end{align}
because $1/E_d=2.5\beta$ and $1/T_L=\beta$. The ratio of the full count to the linear estimate is
\begin{equation}
\frac{S}{\beta F_D}=\frac{1.5+\ln(T_{\max}/T_L)}{\ln(T_{\max}/T_{\min})} .
\label{eq:ratio}
\end{equation}
For $T_{\max}=4000$~eV and the threshold of the example, a spectrum that begins at 40~eV gives 1.127: the full count is 13\% above the linear estimate, since recoils between 40 and 100~eV yield more than $\beta T$. A spectrum that begins at 4~eV gives 0.751, a full count 25\% below the linear estimate. In that case the recoils below 40~eV carry the share $\ln10/\ln1000=1/3$ of the damage energy and displace nothing. The remaining two thirds, multiplied by 1.127, give 0.751. Numerical integration of the stepwise yield confirms both ratios.

The two errors cancel when numerator and denominator of (\ref{eq:ratio}) are equal, that is, for $T_{\min}=T_Le^{-1.5}\simeq0.56E_d$, whatever the value of $T_{\max}$. For fixed $T_{\min}$ the ratio tends to one as $T_{\max}$ grows, but only logarithmically. These statements belong to the model spectrum with its sharp lower end. Real spectra continue to transfers far below $E_d$. The form $1/T^2$ describes fast light ions down to the transfers at which screening sets in; for protons this lies well below $E_d$, so the full count falls below the linear estimate. For heavy ions the spectrum is flatter, the recoils below $T_L$ carry a smaller share of the damage energy, and the error is smaller. In the two cases computed here the full count differs from the linear estimate by 13\% and 25\% of that estimate. The digits quoted for the model solid belong to a model in which all recoils lie above $T_L$. The values behind these comparisons are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
Threshold energy E_d = 40.0 eV
Atomic density N = 0.080 1/angstrom^3
Fluence = 0.020 1/angstrom^2
Damage energy per ion = 20000 eV
Profile centre = 500 angstrom
Profile standard deviation = 100 angstrom
Yield per damage energy = 0.0100 1/eV
Start of linear yield = 100.0 eV
Hard spheres, E/E_d = 1.5: simulated 1.000, formula 1.000 displacements
Hard spheres, E/E_d = 3.0: simulated 1.503, formula 1.500 displacements
Hard spheres, E/E_d = 10.0: simulated 5.000, formula 5.000 displacements
Hard spheres, E/E_d = 20.0: simulated 10.017, formula 10.000 displacements
Simulated ions = 20000 (count)
Mean recoils per ion = 40.0 (count)
Recoil energy range = 100 to 900 eV
Simulated area = 1000000 angstrom^2
Slab thickness = 20 angstrom
Atoms in each slab = 1600000 (count)
Slab at 350 angstrom: displacements 103389, simulated 0.0646 dpa
  formula slab mean 0.0649 dpa, statistical error 0.0005 dpa
Slab at 500 angstrom: displacements 319711, simulated 0.1998 dpa
  formula slab mean 0.1991 dpa, statistical error 0.0009 dpa
Slab at 700 angstrom: displacements 43953, simulated 0.0275 dpa
  formula slab mean 0.0271 dpa, statistical error 0.0003 dpa
Displacements per area, depth integral = 4.0000 1/angstrom^2
Displacements per area, from energy = 4.0000 1/angstrom^2
Upper end of 1/T^2 spectrum = 4000 eV
True/linear count, spectrum from 40 eV = 1.127
True/linear count, spectrum from 4 eV = 0.751
Fluence factor 1: 0.1995 dpa, fraction displaced 0.1808, simulated 0.1810
Fluence factor 10: 1.9947 dpa, fraction displaced 0.8639, simulated 0.8636
Peak damage energy per depth = 79.788 eV/angstrom
Peak dose = 0.1995 dpa
Dose at 350 angstrom = 0.0648 dpa
Dose at 700 angstrom = 0.0270 dpa
Fluence for 1 dpa at peak = 0.1003 1/angstrom^2
Fluence for 1 dpa at peak = 1.003e+15 1/cm^2
\end{verbatim}
